# Holstein-Primakoff and Dyson-Maleev bosons and the boundary at 2S

## First half: the two forms and their boundary

### Result

Take a spin \(S\), a positive integer or half-integer, in units with \(\hbar=1\). Let \(a\) be a boson operator, \([a,a^\dagger]=1\), with number operator \(\hat n=a^\dagger a\) and number states \(|n\rangle\). Both boson forms set

\[
S^z=S-\hat n .
\tag{1}
\]

The Holstein-Primakoff (HP) form is

\[
S^+=\sqrt{2S-\hat n}\;a,\qquad S^-=a^\dagger\sqrt{2S-\hat n},
\tag{2}
\]

and the Dyson-Maleev (DM) form is

\[
S^+=\sqrt{2S}\left(1-\frac{\hat n}{2S}\right)a,\qquad S^-=\sqrt{2S}\,a^\dagger .
\tag{3}
\]

The spin has \(2S+1\) states, which are represented by \(n=0,1,\dots,2S\). These are the physical boson states. All others, with more than \(2S\) bosons, are unphysical.

Both forms satisfy

\[
[S^+,S^-]=2S^z,\qquad [S^z,S^\pm]=\pm S^\pm
\tag{4}
\]

on every finite combination of number states, physical or not. They differ at the boundary. HP has no matrix element between the physical and unphysical states. DM lets \(S^-\) carry \(|2S\rangle\) into the unphysical space, but nothing comes back. The physical part of a DM calculation is therefore correct once the inner product has been corrected. In neither form are the unphysical states absent: a trace over all boson states counts them.

### Smallest case: spin one-half

Let \(|0\rangle\) be spin up and \(|1\rangle\) spin down. The spin lowering operator must give

\[
S^-|0\rangle=|1\rangle,\qquad S^-|1\rangle=0 .
\]

The boson operator \(a^\dagger\) does the first but not the second, because \(a^\dagger|1\rangle=\sqrt2\,|2\rangle\). HP repairs this by placing \(\sqrt{1-\hat n}\) to the right of \(a^\dagger\). That factor is 1 on \(|0\rangle\) and 0 on \(|1\rangle\).

DM leaves \(S^-=a^\dagger\) alone and puts the correction into \(S^+=(1-\hat n)a\). Then

\[
S^-|1\rangle=\sqrt2\,|2\rangle,\qquad
S^+|2\rangle=(1-\hat n)\sqrt2\,|1\rangle=0 .
\]

The unwanted state \(|2\rangle\) is reached, but the return path is closed. This is also what the commutator needs at \(n=1\). There \(S^+S^-|1\rangle=0\) and \(S^-S^+|1\rangle=|1\rangle\), so \([S^+,S^-]|1\rangle=-|1\rangle\), which equals \(2S^z|1\rangle\).

### General spin: finding the square root

For a spin \(S\), identify \(|n\rangle\) with the state of \(S^z\) eigenvalue \(m=S-n\). The total spin can be written with the ladder operators \(S^\pm=S^x\pm iS^y\). Since \((S^x)^2+(S^y)^2=\tfrac12(S^+S^-+S^-S^+)\), and \(S^+S^-=S^-S^++2S^z\),

\[
\mathbf S^2=S^-S^++S^z(S^z+1)=S(S+1).
\tag{5}
\]

In the true spin space \(S^+\) is the adjoint of \(S^-\), so the squared norm of \(S^-|n\rangle\) is

\[
\begin{aligned}
\langle n|S^+S^-|n\rangle
&=S(S+1)-m(m+1)+2m\\
&=S(S+1)-(S-n)(S-n-1)\\
&=2S+2Sn-n^2-n\\
&=(n+1)(2S-n).
\end{aligned}
\]

With the usual choice of positive phases,

\[
S^-|n\rangle=\sqrt{(n+1)(2S-n)}\;|n+1\rangle .
\tag{6}
\]

The factor \(\sqrt{n+1}\) is exactly what \(a^\dagger\) supplies. The remaining factor depends on the number before the boson is added, so it stands to the right of \(a^\dagger\). This gives \(S^-\) in equation (2). Its adjoint on the physical space is \(\sqrt{2S-\hat n}\,a\).

Two cases can be read off. For \(S=\tfrac12\) the root becomes \(\sqrt{1-\hat n}\), as in the smallest case. For large \(S\) at fixed \(n\),

\[
\frac{S^-}{\sqrt{2S}}|n\rangle
=\sqrt{1-\frac{n}{2S}}\;\sqrt{n+1}\,|n+1\rangle
\longrightarrow a^\dagger|n\rangle .
\]

A large spin that is tilted by only a few quanta from its highest state therefore behaves nearly like an ordinary oscillator, and the agreement improves as \(S\) grows. The factor \(\sqrt{1-n/(2S)}\) falls from 1 at \(n=0\) to 0 at \(n=2S\), where the finite ladder ends.

### Checking the HP commutators

The operators must now be checked on all number states, since boson calculations do not stop at \(n=2S\). Define

\[
r_n=\sqrt{2S-n}.
\]

For \(n>2S\) this number is imaginary. Choose one branch and use it in both \(S^+\) and \(S^-\). The HP actions are

\[
S^-|n\rangle=r_n\sqrt{n+1}\,|n+1\rangle,\qquad
S^+|n+1\rangle=r_n\sqrt{n+1}\,|n\rangle .
\tag{7}
\]

The same \(r_n\) appears in both because \(S^+\) first removes a boson and then evaluates the root. Hence

\[
S^+S^-|n\rangle=(n+1)(2S-n)|n\rangle,\qquad
S^-S^+|n\rangle=n(2S-n+1)|n\rangle .
\tag{8}
\]

Their difference is

\[
\begin{aligned}
(n+1)(2S-n)-n(2S-n+1)
&=2Sn-n^2+2S-n\\
&\quad-2Sn+n^2-n\\
&=2(S-n),
\end{aligned}
\]

which is \(2S^z\). Only \(r_n^2=2S-n\) entered, so either branch of the root will do.

For the other commutators, \([\hat n,a]=-a\) and \([\hat n,a^\dagger]=a^\dagger\). Any function of \(\hat n\) commutes with \(\hat n\). Therefore \([S-\hat n,S^+]=S^+\) and \([S-\hat n,S^-]=-S^-\). The same two lines apply to DM.

The total-spin operator (5) also keeps its value everywhere:

\[
\begin{aligned}
n(2S-n+1)+(S-n)(S-n+1)
&=2Sn-n^2+n\\
&\quad+S^2-2Sn+n^2+S-n\\
&=S(S+1).
\end{aligned}
\tag{9}
\]

Neither the commutators nor the value \(S(S+1)\) can therefore tell a physical state from an unphysical one.

### What HP does at and above the boundary

At \(n=2S\) the root vanishes. Equation (7) then gives two statements:

\[
S^-|2S\rangle=0,\qquad S^+|2S+1\rangle=0 .
\tag{10}
\]

The first closes the way up and the second closes the way down. Since \(S^z\) is diagonal, all three generators are block diagonal. A state that starts with at most \(2S\) bosons remains there under any Hamiltonian built from these complete operators.

Above the boundary, take \(r_n=i\sqrt{n-2S}\). By (7) the matrix elements of \(S^-\) upward and \(S^+\) downward are the same imaginary number. Taking the adjoint of \(S^+\) conjugates that number and changes its sign, so in the unphysical block

\[
S^-=-(S^+)^\dagger .
\tag{11}
\]

Thus \(S^x=(S^++S^-)/2\) is anti-Hermitian there. The spin algebra has survived, but the operators are no longer those of a spin with real observables.

One might try to restore hermiticity by using \(\sqrt{|2S-\hat n|}\). For \(n>2S\) the commutator would become

\[
(n+1)(n-2S)-n(n-2S-1)=2(n-S),
\]

which is \(-2S^z\). Hermiticity would be bought with the wrong sign in the algebra.

### Cutting the square root short

Spin-wave calculations that start from HP commonly expand the root in \(\hat n/(2S)\). Its first two terms are

\[
\sqrt{2S-\hat n}\simeq\sqrt{2S}\left(1-\frac{\hat n}{4S}\right).
\tag{12}
\]

To find the damage, put the squared factor into the commutator:

\[
\left(1-\frac{n}{4S}\right)^2
=1-\frac{n}{2S}+\frac{n^2}{16S^2}.
\]

The first two terms on the right reproduce \(2S^z\), by the calculation already done. The last term leaves the error

\[
\begin{aligned}
[S^+,S^-]-2S^z
&=\frac{2S}{16S^2}\left[(n+1)n^2-n(n-1)^2\right]\\
&=\frac{n(3n-1)}{8S}
\end{aligned}
\tag{13}
\]

on \(|n\rangle\). It vanishes for \(n=0\), and at fixed \(n\) it falls as \(1/S\). For \(S=1\) the errors at \(n=0,1,2\) are \(0\), \(2/8=0.25\) and \(10/8=1.25\). The last is to be compared with \(2S^z=-2\) in that state.

The boundary is also opened. At \(n=2S\) the truncated factor is \(\tfrac12\), not zero, so

\[
\langle2S+1|S^-|2S\rangle
=\langle2S|S^+|2S+1\rangle
=\tfrac12\sqrt{2S(2S+1)} .
\tag{14}
\]

For \(S=1\) this is \(\sqrt6/2=1.2247\). Transitions now run both ways. The decoupling belongs to the complete square root and is lost in this truncation.

### From HP to DM: a change of metric

DM avoids the root by rescaling the physical basis. Let \(D|n\rangle=d_n|n\rangle\), with \(d_0=1\), and transform each physical spin matrix \(A\) into \(DAD^{-1}\). This keeps all products and commutators, but it is not unitary unless all \(d_n\) have modulus one.

The upward element of \(S^-\) is multiplied by \(d_{n+1}/d_n\). Require the result to be the plain boson element:

\[
\sqrt{(n+1)(2S-n)}\,\frac{d_{n+1}}{d_n}
=\sqrt{2S}\sqrt{n+1}.
\]

This gives

\[
\frac{d_{n+1}}{d_n}
=\left(1-\frac{n}{2S}\right)^{-1/2},
\qquad n=0,\dots,2S-1 .
\tag{15}
\]

The downward element is multiplied by the inverse ratio and becomes

\[
\sqrt{(n+1)(2S-n)}\sqrt{1-\frac n{2S}}
=\sqrt{2S}\left(1-\frac n{2S}\right)\sqrt{n+1}.
\]

This is the element of \(S^+\) in (3). Multiplying the ratios (15) gives

\[
d_n^2=\frac{(2S)^n(2S-n)!}{(2S)!}.
\tag{16}
\]

For \(S=\tfrac12\), \(d_0=d_1=1\): the physical DM matrices are already the usual ones. For \(S=1\), \(d_0=d_1=1\) and \(d_2=\sqrt2=1.4142\).

The ratio (15) would diverge at \(n=2S\). The rescaling cannot be continued across the boundary, so it does not prove (3) on the full boson space. A direct check does. From (3),

\[
\begin{aligned}
S^+S^-|n\rangle&=2S(n+1)\left(1-\frac n{2S}\right)|n\rangle
=(n+1)(2S-n)|n\rangle,\\
S^-S^+|n\rangle&=2Sn\left(1-\frac{n-1}{2S}\right)|n\rangle
=n(2S-n+1)|n\rangle .
\end{aligned}
\]

These are the same products as (8). The commutator (4) and the value (9) follow on all number states.

### The one-way leak in DM

At the boundary the DM operators give

\[
S^-|2S\rangle=\sqrt{2S(2S+1)}\,|2S+1\rangle,\qquad
S^+|2S+1\rangle=0 .
\tag{17}
\]

For \(S=1\) the upward element is \(\sqrt6=2.4495\), twice that of the truncated root, while the downward element is zero.

Let \(P\) project onto the physical states and let \(Q=1-P\). Equation (17) says that \(PAQ=0\) for each generator \(A\), although \(QS^-P\neq0\). For two generators,

\[
PABP=PAPBP+PAQBP=(PAP)(PBP).
\tag{18}
\]

The last term vanished because its first step back, \(PAQ\), is zero. Repeating the argument extends (18) to any finite product. The physical blocks therefore obey the spin algebra by themselves, and a leak during a calculation does not alter the part that stays physical.

Transposing the DM matrices gives another valid form,

\[
S^+=\sqrt{2S}\,a,\qquad
S^-=\sqrt{2S}\,a^\dagger\left(1-\frac{\hat n}{2S}\right).
\]

Its leak runs downward. Physical states stay physical, but \(S^+\) takes \(|2S+1\rangle\) into \(|2S\rangle\). Which space is protected depends on which ladder operator carries the correction.

## Second half: what the unphysical states do

### Symbols and results carried over

The boson number is \(n\), \(S^z=S-n\), and the physical states have \(0\le n\le2S\). HP uses (2) and keeps physical and unphysical states apart. DM uses (3): its \(S^-\) leaks upward at \(n=2S\), but no generator returns from the unphysical space. On physical states a DM vector is \(D\) times the usual spin vector, with \(D|n\rangle=d_n|n\rangle\) and \(d_n\) from (16). In both forms the products are

\[
S^+S^-\to(n+1)(2S-n),\qquad S^-S^+\to n(2S-n+1).
\tag{19}
\]

Three situations show what these statements mean in use: a rotated spin, a spin in a field, and two coupled spins.

### A rotated spin in DM

Start with the fully polarized state \(|0\rangle\) and rotate it by an angle \(\theta\) about the \(x\) axis:

\[
|\psi(\theta)\rangle=e^{-i\theta S^x}|0\rangle,\qquad
S^x=\tfrac12(S^++S^-),\qquad 0\le\theta<\pi .
\]

The exponential is understood as its power series in \(\theta\). A term of order \(\theta^k\) contains at most \(k\) bosons, so every term is a finite combination of number states. The state obeys

\[
\frac{d}{d\theta}|\psi\rangle=-\frac i2(S^++S^-)|\psi\rangle .
\tag{20}
\]

Because the DM lowering operator is proportional to \(a^\dagger\), try

\[
|\psi\rangle=g(\theta)\,e^{w(\theta)a^\dagger}|0\rangle,
\qquad g(0)=1,\quad w(0)=0 .
\]

On this state \(a\) acts as multiplication by \(w\). Hence

\[
\begin{aligned}
S^+|\psi\rangle&=\sqrt{2S}\left(w-\frac{w^2}{2S}a^\dagger\right)|\psi\rangle,\\
S^-|\psi\rangle&=\sqrt{2S}\,a^\dagger|\psi\rangle .
\end{aligned}
\]

The left side of (20) is \((g'/g+w'a^\dagger)|\psi\rangle\), where a prime means \(d/d\theta\). Comparing the terms without and with \(a^\dagger\) gives

\[
\frac{g'}g=-\frac i2\sqrt{2S}\,w,\qquad
w'=-\frac i2\left(\sqrt{2S}-\frac{w^2}{\sqrt{2S}}\right).
\]

Put \(w=-i\sqrt{2S}\,t\). Since \(w^2=-2St^2\), the second equation becomes \(t'=(1+t^2)/2\), whose solution with \(t(0)=0\) is \(t=\tan(\theta/2)\). The first becomes \(g'/g=-St\), so \(g=\cos^{2S}(\theta/2)\). Therefore

\[
|\psi\rangle=\cos^{2S}\frac\theta2\;
\exp\left[-i\sqrt{2S}\tan\frac\theta2\;a^\dagger\right]|0\rangle .
\tag{21}
\]

Equation (20) fixes each order in \(\theta\) from the one before, so this is the same state as the power series. The component series converge for \(|\theta|<\pi\), where the tangent has no singularity.

### Recovering the spin state

The amplitude of (21) on \(|n\rangle\) is

\[
\psi_n=\cos^{2S}\frac\theta2\;
\frac{(-i)^n(2S)^{n/2}}{\sqrt{n!}}\tan^n\frac\theta2 .
\]

For \(0<\theta<\pi\) it is nonzero for every \(n\), including \(n>2S\). Keep the physical components and divide them by \(d_n\). Equation (16) turns the factorials into a binomial coefficient:

\[
c_n=\frac{\psi_n}{d_n}
=(-i)^n\sqrt{\binom{2S}{n}}
\cos^{2S-n}\frac\theta2\,\sin^n\frac\theta2 .
\tag{22}
\]

The probabilities \(|c_n|^2\) form a binomial distribution of \(2S\) trials, each with probability \(\sin^2(\theta/2)\). They add to one, and the mean of \(n\) is \(2S\sin^2(\theta/2)\). Thus

\[
\langle S^z\rangle=S-2S\sin^2\frac\theta2=S\cos\theta,
\]

as a rotation requires. In HP the same rotation gives the amplitudes \(c_n\) directly and none above \(2S\).

Now suppose that the DM state is treated as an ordinary boson state. Its weights \(|\psi_n|^2\) are proportional to \(\lambda^n/n!\), with

\[
\lambda=2S\tan^2\frac\theta2 .
\]

This is a Poisson distribution with mean \(\lambda\). The plain boson average is therefore

\[
\langle S^z\rangle_{\rm plain}=S-2S\tan^2\frac\theta2 .
\tag{23}
\]

Its difference from the true average follows from \(\tan^2u-\sin^2u=\tan^2u\,\sin^2u\):

\[
\langle S^z\rangle_{\rm plain}-S\cos\theta
=-2S\tan^2\frac\theta2\,\sin^2\frac\theta2 .
\tag{24}
\]

For small angles this is approximately \(-S\theta^4/8\). At fixed \(\theta\) a larger spin does not reduce the error as a fraction of \(S\). At fixed mean boson number \(\lambda\), however, a large \(S\) means a small angle, and the error tends to \(-\lambda^2/(2S)\). The error is a small fraction of \(S\) when \(\lambda\ll2S\), that is, when the bosons are few compared with \(2S\). For the error itself to be small, the stronger condition \(\lambda^2\ll2S\) is needed.

### Spin one at ninety degrees

For \(S=1\) and \(\theta=90^\circ\), \(\tan^2(\theta/2)=1\) and \(\lambda=2\). The Poisson weights at \(n=0,1,2\), before normalization, are

\[
1,\qquad 2,\qquad \frac{2^2}{2!}=2 .
\]

All weights together sum to \(e^2\), so the fraction of the boson norm above \(n=2\) is \(1-5e^{-2}=0.3233\). The same state can be read in three ways:

- The plain average over all bosons is \(1-2=-1\).
- Projection onto \(n\le2\) gives mean number \((2+4)/5=1.2\), hence \(\langle S^z\rangle=-0.2\).
- Projection followed by division of the weights by \(d_n^2=1,1,2\) gives weights \(1,2,1\). The mean number is 1 and \(\langle S^z\rangle=0\).

Only the third agrees with \(S\cos90^\circ=0\). Projection removes the unphysical states, but the remaining vector still carries the DM scale factors. Both corrections are needed here.

At \(60^\circ\) the three averages are \(0.3333\), \(0.4118\) and \(0.5000\), and the leaked fraction is \(0.0302\). At \(30^\circ\) they are \(0.8564\), \(0.8577\) and \(0.8660\), with a leaked fraction of only \(0.0004\). In this last case most of the error in the plain average remains after projection, so it comes from the metric and not from the leaked states.

### A spin in a field: decoupled states are still counted

Let \(H=-bS^z\) with \(b>0\), and let \(x=b/(k_BT)\), where \(T\) is the temperature. Both forms have the same \(S^z\), so the distinction between them plays no part. The physical partition function is

\[
Z_{\rm spin}=\sum_{n=0}^{2S}e^{x(S-n)}
=e^{xS}\frac{1-e^{-(2S+1)x}}{1-e^{-x}} .
\]

An unrestricted boson trace continues the geometric series to infinity:

\[
Z_{\rm boson}=\frac{e^{xS}}{1-e^{-x}},\qquad
\frac{Z_{\rm spin}}{Z_{\rm boson}}=1-e^{-(2S+1)x}.
\tag{25}
\]

For \(S=1\) and \(x=1\), the spin sum is \(e+1+e^{-1}=4.0862\), while the boson sum is \(e/(1-e^{-1})=4.3003\). Their ratio is \(1-e^{-3}=0.9502\). The boson result is about 5% too large relative to the spin result.

The magnetization shows the same fault. Differentiating \(\ln Z_{\rm spin}\) with respect to \(x\) gives

\[
\langle S^z\rangle
=S-\frac1{e^x-1}+\frac{2S+1}{e^{(2S+1)x}-1}.
\tag{26}
\]

The first two terms are the unrestricted boson answer, and the last removes the states above \(2S\). At low temperature, \(x\gg1\), that correction is exponentially small. At high temperature the boson term diverges as \(-1/x\), and the last term cancels it. Expanding both fractions to first order in \(x\) leaves \(\langle S^z\rangle\simeq S(S+1)x/3\), the response of a free spin.

Decoupling in HP therefore protects the evolution of a physical state. It does not restrict a trace. The trace needs the projector \(P\) in either form.

### Two coupled spins: the structure of a sector

Take two equal spins with ferromagnetic coupling \(J>0\):

\[
H=-J\left[S_1^zS_2^z+\tfrac12(S_1^+S_2^-+S_1^-S_2^+)\right].
\]

Each exchange term removes a boson from one site and adds one to the other. The total \(N=n_1+n_2\) is conserved, and a sector of fixed \(N\) has \(N+1\) states. Its spectrum can be found without cutting off the boson space.

First consider \(S=1\) and \(N=3\). The states \((n_1,n_2)=(1,2)\) and \((2,1)\) are physical, while \((0,3)\) and \((3,0)\) are not. In this order the DM Hamiltonian is

\[
\frac HJ=
\begin{pmatrix}
0&-1&0&0\\
-1&0&0&0\\
-\sqrt3&0&2&0\\
0&-\sqrt3&0&2
\end{pmatrix}.
\tag{27}
\]

Columns are initial states. For example, \((1,2)\to(0,3)\) has \(S_1^+\) element \(\sqrt2\) and \(S_2^-\) element \(\sqrt6\), so its entry is \(-\tfrac12\sqrt{12}=-\sqrt3\). The zero block at upper right says that there is no return. The physical levels are \(-J\) and \(J\), and the other two both equal \(2J\). In HP the entries \(-\sqrt3\) are zero and the four levels are the same.

A true pair of spins one also has a level at \(2J\), the singlet. But a singlet has total \(S^z=0\), whereas this sector has total \(S^z=2S-N=-1\). The two copies are spurious even though their energy looks familiar.

### All levels of the pair

The total lowering operator in DM is

\[
S^-_{\rm tot}=\sqrt{2S}\,(a_1^\dagger+a_2^\dagger).
\]

It commutes with \(H\), because \(\mathbf S_1\cdot\mathbf S_2\) equals half of \(\mathbf S_{\rm tot}^2-2S(S+1)\), and \(\mathbf S_{\rm tot}^2\) commutes with every component of the total spin. These steps use only the algebra and (9), so they hold for unphysical states too.

This operator maps sector \(N-1\) into sector \(N\). If boson states are written as polynomials in \(a_1^\dagger\) and \(a_2^\dagger\), it multiplies them by a nonzero polynomial, so no nonzero state is sent to zero. All \(N\) eigenvalues of the lower sector therefore reappear in the higher one, with their multiplicities. One new eigenvalue, \(E_N\), is left, and it is the difference of the two traces.

The exchange terms have no diagonal elements. The trace in sector \(N\) is \(-JT_N\), with

\[
T_N=\sum_{n=0}^N(S-n)(S-N+n).
\]

Subtract \(T_{N-1}\) term by term for \(n=0,\dots,N-1\). Each difference is \(-(S-n)\), and the extra term \(n=N\) is \(S(S-N)\). Thus

\[
\begin{aligned}
T_N-T_{N-1}
&=-NS+\frac{N(N-1)}2+S^2-NS\\
&=S^2-2SN+\frac{N(N-1)}2 .
\end{aligned}
\]

Starting from \(N=0\), sector \(N\) has the levels

\[
E_k=-J\left[S^2-2Sk+\frac{k(k-1)}2\right],
\qquad k=0,\dots,N .
\tag{28}
\]

HP has the same levels. Order the states of a sector by \(n_1\), so that the matrix is tridiagonal. Expanding its characteristic determinant along the last row shows that only diagonal entries and products of opposite off-diagonal entries occur. By (19) these products are equal in the two forms.

### Where the spurious spectrum falls below the true ground level

With \(j=2S-k\), equation (28) becomes

\[
E_k=-\frac J2\left[j(j+1)-2S(S+1)\right].
\tag{29}
\]

For \(0\le k\le2S\) these values are the true energies of total spin \(j\). A multiplet \(j\) has a state with total \(S^z=2S-N\) only if \(j\ge|2S-N|\). In a sector with \(N>2S\) only the levels \(k\le4S-N\) are therefore physical. The others are spurious even when their energy is a true one, as for \(k=2\) at \(S=1\), \(N=3\). Among the true levels, the first gap \(E_1-E_0=2SJ\), from \(j=2S\) to \(j=2S-1\), is the energy of one spin-wave quantum of the pair. Since \(j(j+1)\) is unchanged by \(j\to-j-1\), or \(k\to4S+1-k\), the values \(k=2S+1,\dots,4S+1\) repeat the true energies. At \(k=4S+2\) a new value appears:

\[
E_{4S+2}=-J(S+1)^2=E_0-(2S+1)J .
\tag{30}
\]

For \(S=1\) the true levels are \(-J\), \(J\) and \(2J\). Inserting \(k=0,\dots,6\) in (28) gives, in units of \(J\),

\[
-1,\;1,\;2,\;2,\;1,\;-1,\;-4 .
\]

The level \(-4J\) lies \(3J\) below the true ground level. It first occurs at \(N=6\), while two spins one can hold at most four physical bosons. None of the seven states in that sector is physical.

For large \(k\), \(E_k\) falls as \(-Jk^2/2\). The ferromagnetic boson Hamiltonian has no lowest level, and its unrestricted thermal trace diverges at any finite temperature. A uniform field that favours \(n=0\) adds an energy linear in \(N\), which cannot overcome the quadratic fall. The trace restricted by \(P\) on both sites is finite and gives the true spin partition function in HP and in DM.
